A Selective-Growth Window from Competing Nucleation on Crystal and Mask

Let a crystal facet of area A_c and a surrounding amorphous mask of area A_m be exposed to the same vapour at temperature T for a time t. The driving force Δμ is the free energy released when one atom passes from the supply to the bulk crystal. In dimensionless form,

σ = Δμ/kT,  S = e^σ,

where S is the supersaturation ratio. Both surfaces are assumed to have the same σ, uniform in space and constant in time. The nucleation rates J_c on the crystal and J_m on the mask are numbers of nuclei per unit area and time.

Two criteria are needed. Nucleation on the crystal is called substantial when the expected number of nuclei on the facet during t reaches a chosen number M. The mask limit is reached when the expected number on the mask is one:

J_c(σ_lo) A_c t = M,  J_m(σ_hi) A_m t = 1.

The selective window is σ_lo < σ < σ_hi, if that interval exists. Its edges are set by expected counts, so they depend on areas and time as well as on the materials. The facet is taken to be free of steps: a miscut or a screw dislocation supplies steps without nucleation and lets the crystal grow below σ_lo.

A nucleus on the facet is modelled as a disc one layer high, with isotropic edge free energy β per length and area s per atom. For i atoms, πr² = is, so the perimeter is 2πr = 2√(πsi). The work of forming the disc is the edge cost minus the driving force gained:

W_i/kT = −iσ + g i^(1/2),  g = 2β√(πs)/kT.

A nucleus on the mask is modelled as a spherical cap with isotropic surface energy γ and volume v per atom. Let γ_m be the energy per area of bare mask and γ_cm that of the crystal–mask interface, and define cosθ = (γ_m − γ_cm)/γ, taken to lie between −1 and 1. A cap of base radius a and height h has free area π(a² + h²) and volume πh(3a² + h²)/6. Its surface cost is

E = γπ[a² + h² − a² cosθ].

At fixed volume, a Lagrange multiplier γλ gives, from the derivatives with respect to a and h,

2πa(1 − cosθ) = λπah,  2πh = λπ(a² + h²)/2.

Eliminating λ yields 1 − cosθ = 2h²/(a² + h²). For a cap of sphere radius R and contact angle φ, a = R sinφ and h = R(1 − cosφ), so the right side equals 1 − cosφ. Hence φ = θ, which is Young's condition. This single stationary shape is a minimum: E grows without limit as the cap flattens, and it falls when a full sphere first acquires a small base.

With c = cosθ, the cost and volume become

E = γπR²[2(1 − c) − c(1 − c²)] = 4πR²γF,
iv = πR³(2 + c)(1 − c)²/3 = 4πR³F/3,
F = (2 + c)(1 − c)²/4.

Solving the volume equation for R and inserting it in E gives

W_i/kT = −iσ + q i^(2/3),  q = (36πF)^(1/3) v^(2/3) γ/kT.

The barriers must now be turned into rates. Let clusters change size by single atoms, with attachment frequency f_i and detachment frequency d_i. Let N be the density of sites on the surface concerned, and let n_i = N exp(−W_i/kT) be the density that clusters of size i would have if no net flux flowed. Detailed balance requires f_i n_i = d_(i+1) n_(i+1). If c_i is the actual density, the net flux from size i to i + 1 is therefore

J = f_i c_i − d_(i+1) c_(i+1) = f_i n_i [c_i/n_i − c_(i+1)/n_(i+1)].

In the steady state J is the same for every i. Dividing by f_i n_i and summing makes the bracketed terms cancel in pairs. Single atoms are held at c_1 = n_1, while c_i/n_i tends to zero for large clusters, which leave by growing. The sum of the brackets is thus one, and

J = [Σ 1/(f_i n_i)]^(−1).

Attachment is taken to occur along the perimeter from mobile atoms whose density is proportional to S:

f_i = ν_c e^σ i^(1/2) for discs,  f_i = ν_m e^σ i^(1/3) for caps.

The constants ν_c and ν_m are attachment frequencies for i = 1 at σ = 0. This choice makes detachment independent of the supply, since in d_(i+1) = f_i n_i/n_(i+1) the factor e^σ from f_i cancels the factor e^(−σ) from the ratio of densities. It also makes f_i n_i proportional to e^((i+1)σ). Every term in the sum then falls as σ rises, so both rates increase strictly with σ.

For the crystal, when the critical disc contains many atoms, the sum can be replaced by an integral. With i = x², di = 2x dx, and so i^(−1/2) di = 2 dx:

1/J_c = [2e^(−σ)/(ν_c N_c)] ∫ exp(−σx² + gx) dx.

Completing the square gives −σx² + gx = −σ(x − g/2σ)² + g²/4σ. The maximum lies at x = g/2σ, the square root of the critical size. If it lies many peak widths 1/√(2σ) above x = 1, the lower limit can be moved to −∞, the integral becomes √(π/σ) exp(g²/4σ), and

J_c = ν_c N_c √σ e^σ exp(−g²/4σ)/(2√π),  i*_c = g²/4σ².

For the mask, i = x³ gives i^(−1/3) di = 3x dx:

1/J_m = [3e^(−σ)/(ν_m N_m)] ∫ x exp(−σx³ + qx²) dx.

The exponent is stationary where −3σx² + 2qx = 0, at x* = 2q/3σ. Its value there is qx*² − σx*³ = qx*²/3 = 4q³/27σ², and its second derivative is −6σx* + 2q = −2q. Replacing the exponent by its quadratic expansion, and the slowly varying factor x by x*, turns the integral into

x* √(π/q) exp(4q³/27σ²).

Since 3x*√(π/q) = 2√(πq)/σ, the rate is

J_m = ν_m N_m σ e^σ exp(−4q³/27σ²)/(2√(πq)),  i*_m = 8q³/27σ³.

The expansion is sound when the peak is narrow compared with x*. The squared ratio of its standard deviation to x* is (1/2q)/x*² = 9σ²/8q³, which is one sixth of the inverse barrier in units of kT. A barrier of tens of kT therefore suffices.

The different exponents come from the dimensions of the nuclei. The disc barrier varies as 1/σ because an edge is balanced against an area, and the cap barrier as 1/σ² because a surface is balanced against a volume. Differentiating the logarithms of the rates gives

d ln J_c/dσ = i*_c + 1 + 1/(2σ),
d ln J_m/dσ = i*_m + 1 + 1/σ.

The critical size thus sets most of the steepness. Both slopes are positive, and both logarithms run from −∞ to +∞ as σ runs from zero to infinity, so each criterion has one root. The root has physical meaning when the corresponding critical nucleus is large enough for the model.

Taking logarithms of the two criteria gives the edges:

g²/4σ_lo = L_c + σ_lo + ½ ln σ_lo,
L_c = ln[ν_c N_c A_c t/(2√π M)],

4q³/27σ_hi² = L_m + σ_hi + ln σ_hi,
L_m = ln[ν_m N_m A_m t/(2√(πq))].

When L_c and L_m are large compared with the σ terms beside them, those terms may be dropped:

σ_lo ≈ g²/(4L_c),  σ_hi ≈ √(4q³/(27L_m)).

Because the expected mask count increases with σ and equals one at σ_hi, the condition for a window is

σ_lo < σ_hi if and only if J_m(σ_lo) A_m t < 1.

In the simple approximation this reads 27g⁴L_m < 64q³L_c². A mask that the crystal wets well fails it: for small θ, F ≈ 3θ⁴/16, so q³ and the upper edge tend to zero while the lower edge stays fixed. In the opposite limit, θ = 180°, F = 1 and the mask gives no help to nucleation. A facet whose edge energy vanishes has no nucleation barrier, and its lower edge drops towards zero.

An expected count of one does not mean that the mask is still clean. Divide the mask and the growth time into many independent cells with small nucleation probabilities p_k. The probability that no cell has nucleated is

Π(1 − p_k) ≈ exp(−Σp_k),

because ln(1 − p_k) ≈ −p_k. At σ_hi the sum is one, so the mask is clean with probability e^(−1), about 37%. To limit the probability of any mask nucleus to P, the permitted count must be reduced from one to −ln(1 − P).

The following example uses round model parameters that stand for no particular material. At T = 1000 K, kT = 0.08617 eV. The crystal has β = 0.5 eV/nm and s = 0.1 nm², which give

g = 2(0.5)√(0.1π)/0.08617 = 6.504.

The cap has γ = 0.5 J/m² = 3.121 eV/nm², v = 0.02 nm³ and θ = 90°, so F = 0.5 and

q = (18π)^(1/3) (0.02)^(2/3) (3.121)/0.08617 = 10.24.

Both site densities are 10 nm⁻², with ν_c = 10⁶ s⁻¹ and ν_m = 10³ s⁻¹. A facet of 1 µm² must nucleate M = 600 times in 600 s, beside 1 cm² of mask. The required rates are then 10¹² m⁻² s⁻¹ on the crystal and 16.7 m⁻² s⁻¹ on the mask. They differ by almost eleven orders of magnitude because the areas and permitted counts are so different. The window is therefore not found by asking where the two rates are equal: in this example J_c exceeds J_m throughout the window, and the mask still sets the upper edge.

The logarithms are L_c = 28.67 and L_m = 45.42. The simple estimates are

σ_lo ≈ 6.504²/(4 × 28.67) = 0.369,
σ_hi ≈ √[4(10.24)³/(27 × 45.42)] = 1.87.

The full edge equations give σ_lo = 0.371 and σ_hi = 1.824. Relative to these values, the simple lower edge is 0.4% too small and the simple upper edge 2.6% too large. The signs follow from the dropped terms: σ + ½ ln σ is −0.13 at the lower edge, while σ + ln σ is +2.4 at the upper. In the other variables, the window runs from S = 1.45 to S = 6.20, or from Δμ = 32 to 157 meV per atom.

The critical disc at the lower edge has about 77 atoms and a barrier of 28.5 kT; the critical cap at the upper edge has about 52 atoms and a barrier of 47.8 kT. Edges found from the discrete sums, without either integral, agree with the formulae to the digits printed in the numerical output. A direct linear solution of the cluster equations also reproduces the summed rates.

At σ = 0.822, inside the window, the discrete sums give about 10^10 expected nuclei on a facet imagined to remain bare, and about 10^(−82) on the mask. The first number shows that the crystal criterion is amply met, but it is not a number of layers, since islands would meet and cover the facet. The second applies to a uniform mask. A patch with a smaller contact angle has a smaller q and a higher rate, so defects can lower the real upper edge. At σ_hi the disc formula would give a critical nucleus of about 3 atoms, too few for a continuum edge energy to be trusted. The lower edge does not depend on that extrapolation.

The upper edge is steep but not sharp. Allowing a 1% probability of any mask nucleus requires an expected count of 0.01005 and lowers σ_hi to 1.744, or S to 5.72. If instead the mask area is multiplied by ten and the permitted count remains one, ln J_m must fall by ln 10. To first order,

δσ_hi ≈ −ln 10/(i*_m + 1 + 1/σ_hi) = −2.303/54.0 = −0.043.

The discrete sum gives −0.041. The actual shift is smaller because the slope increases as σ falls. A tenfold longer growth has the same effect on the upper edge. If M is increased in proportion to t, the lower edge does not move, because the required rate M/(A_c t) is unchanged.

This weak dependence also applies to the kinetic constant: a tenfold increase in ν_m shifts σ_hi by the same amount. The energies matter more. In the simple estimates, with L_c, L_m and θ held fixed, σ_lo varies as β² and σ_hi as γ^(3/2). A 10% increase in γ therefore raises σ_hi by about 15%.

With all other parameters fixed, ν_m included, reducing θ closes the window at 33.5°. For a given number of atoms the cap perimeter at this angle is 1.6 times that at 90°; scaling ν_m by this factor moves the closing angle only to 33.6°. The explicit sums confirm a closed window one degree below this angle and an open one a degree above. The critical cap there contains about 245 atoms, but it is thin. Its volume of 4.9 nm³ and the cap relations give a height of about 0.65 nm, between two and three times the atomic length v^(1/3) = 0.27 nm. The closing angle is therefore a result of the continuum model, and atomic layering could shift it. The same reservation applies to σ_hi in the main example, where the critical cap is only about 0.79 nm high: if the effective surface energy of so small a cap differs from γ, the upper edge moves roughly as its 3/2 power.

The steady rates can be used when the delay in building up the cluster population is short. Starting with single atoms alone, the accumulated number of nuclei eventually follows J(t − τ) per area. The cluster equations, followed to about six times the critical size, give τ = 0.18 ms for the crystal at σ_lo and 0.027 s for the mask at σ_hi. At the closing angle τ is 1.4 s, still a small part of 600 s. These delays include the time to grow to the size at which nuclei are counted: counting at twice the critical size roughly halves them, and counting at thirty times roughly doubles them.

A last condition concerns the reading of M nuclei as M layers. Each layer must cover the facet before another nucleus is likely to form. For a large disc, the difference between attachment and detachment is di/dt ≈ ν_c√i (e^σ − e^(g/(2√i))). With i = x², the spreading time is

t_s = ∫ 2 dx/[ν_c(e^σ − e^(g/(2x)))].

The integral is taken from twice the critical radius to a disc whose radius equals the diagonal of the facet, taken as square, where x = √(2πA_c/s) ≈ 7930. Over most of this range g/(2x) is small, so

t_s ≈ 2(7930)/[10⁶(1.4485 − 1)] = 0.035 s.

The full integral gives 0.0355 s, against a mean wait of 1 s between nuclei. At σ_lo the 600 nuclei therefore correspond to nearly 600 layers, with overlap at the level of a few per cent. This spreading time relies on σ staying fixed, so the supply must deliver a whole layer in about 0.035 s, some 28 layers per second, while the single atoms on the facet amount to only e^(σ − g) ≈ 0.002 of a layer. A weaker supply lets the spreading island draw σ on the facet down, so that spreading takes longer and facet and mask no longer share the same σ. On a much larger facet at the same σ, the wait would shorten and the spreading time lengthen, so the number of nuclei would no longer equal the number of layers.

Numbers as computed

```
temperature: 1000 K
thermal energy kT: 0.086173 eV
step edge energy: 0.5 eV/nm
area per atom: 0.1 nm^2
surface energy: 0.5 J/m^2
surface energy, converted: 3.1208 eV/nm^2
volume per atom: 0.02 nm^3
contact angle: 90 degrees
cap factor F: 0.5
site density, each surface: 10 nm^-2
attachment constant, crystal: 1e+06 s^-1
attachment constant, mask: 1000 s^-1
facet area: 1 um^2
mask area: 1 cm^2
growth time: 600 s
required facet nuclei M: 600
disc coefficient g: 6.5043
cap coefficient q: 10.242
logarithm L_c: 28.668
logarithm L_m: 45.415
simple lower edge sigma: 0.36893
simple upper edge sigma: 1.8721
lower edge sigma, formula: 0.37056
lower edge sigma, explicit sum: 0.37056
upper edge sigma, formula: 1.824
upper edge sigma, explicit sum: 1.824
lower edge S: 1.4485
upper edge S: 6.1966
lower edge driving force: 31.932 meV/atom
upper edge driving force: 157.18 meV/atom
critical disc size at lower edge: 77.03 atoms
critical cap size at upper edge: 52.46 atoms
disc barrier/kT at lower edge: 28.542
cap barrier/kT at upper edge: 47.84
crystal slope dlnJ/dsigma, lower edge: 79.375
mask slope dlnJ/dsigma, upper edge: 54.004
crystal rate, lower edge: 1e+12 m^-2 s^-1
mask rate, upper edge: 16.667 m^-2 s^-1
log10 mask count at lower edge: -483.95
mid-window sigma: 0.82213
log10 bare-facet count, mid-window: 9.9559
log10 mask count, mid-window: -82.273
critical disc size at upper edge: 3.18 atoms
clean-mask probability, count one: 0.3679
mask count for 1% failure: 0.01005
upper edge sigma for 1% failure: 1.7442
upper edge S for 1% failure: 5.7215
upper edge sigma, tenfold mask: 1.7828
predicted shift, tenfold mask: -0.04264
computed shift, tenfold mask: -0.04123
closing contact angle: 33.5 degrees
critical cap size at closing: 244.7 atoms
crystal delay, lower edge: 0.000181 s
mask delay, upper edge: 0.027 s
mask delay at closing: 1.44 s
layer spreading time: 0.0355 s
mean wait between facet nuclei: 1 s
```
